# The Schottky heat capacity of a finite set of levels

A rare-earth ion in a crystal has its lowest free-ion multiplet split by the field of its neighbours into a few levels, and the gaps can be comparable with $kT$ at laboratory temperatures. When $kT$ is far below the first gap, every ion sits in its lowest level and warming the crystal excites almost none of them. When $kT$ is far above the whole splitting, all states are nearly equally occupied and the populations can hardly change further. Between these limits the populations shift and the ions absorb heat, so their heat capacity vanishes at both ends and has at least one hump in the middle, the Schottky anomaly. The question is what the position, height and tail of the hump say about the gaps and the degeneracies.

## Assumptions and conventions

1. The sample holds $N_A$ identical ions on distinct lattice sites. They do not interact with one another, and they are in thermal equilibrium at temperature $T$.
2. Each ion has finitely many levels $E_i$ with degeneracies $g_i$. The lowest has $E_0=0$ and degeneracy $g_0$. The number of states is $G=\sum_i g_i$, and the width is $W=E_{\max}-E_0$.
3. The levels do not depend on temperature.

$C$ is the molar heat capacity of these levels alone, to be added to lattice and conduction-electron terms. Further, $\beta=1/kT$, $R=N_Ak$, and $Z=\sum_i g_ie^{-\beta E_i}$. Thermal averages are $\langle f\rangle=Z^{-1}\sum_i g_i f(E_i)e^{-\beta E_i}$. Equal-weight averages over the $G$ states, which are the thermal averages at $\beta=0$, define
$$\bar E=\frac1G\sum_i g_iE_i,\qquad \mu_n=\frac1G\sum_i g_i(E_i-\bar E)^n,\qquad \sigma^2=\mu_2 .$$
For two levels the gap is $\Delta$, and $x=\Delta/kT$, $r=g_1/g_0$, $L=\ln r$. The hartree is far larger than such gaps, so numerical energies are given as $E/k$ in kelvin.

## Theorem

**(a)** For two levels,
$$\frac CR=\frac{r\,x^2e^{-x}}{(1+re^{-x})^2}.$$
This has exactly one maximum, at $x=x_*$, with
$$x_*\tanh\frac{x_*-L}{2}=2,\qquad \frac{C_{\max}}{R}=\frac{x_*^2}{4}-1 .$$
For $r=1$ the maximum lies at $kT_*=0.417\,\Delta$ and has height $0.439\,R$.

**(b)** As $r$ increases, $C_{\max}$ rises strictly and $kT_*/\Delta$ falls strictly, always staying below $1/2$. For $r\to0$, $C_{\max}/R=4r/e^2+O(r^2)$. For $r\to\infty$, $C_{\max}/R=L^2/4+1-4/(3L^2)+O(L^{-4})$.

**(c)** For any level set obeying the assumptions, and for $\beta W<\pi$,
$$\frac CR=\frac{\sigma^2}{(kT)^2}-\frac{\kappa_3}{(kT)^3}+\frac{\kappa_4}{2(kT)^4}-\cdots,\qquad \kappa_3=\mu_3,\quad\kappa_4=\mu_4-3\mu_2^2 ,$$
and the series converges. The variance is weighted by degeneracy and includes the ground level. The first term alone describes $C$ when $kT\gg W$.

## Lemmas

**Lemma 1 (fluctuation formula).** $\;C/R=\beta^2\,\partial_\beta^2\ln Z=\beta^2\left(\langle E^2\rangle-\langle E\rangle^2\right)$.

*Proof.* Independent ions on distinct sites have partition function $Z^{N_A}$, so the molar energy is $U=N_A\langle E\rangle$. Because the levels are fixed, each $\beta$-derivative of $Z$ brings down a factor $-E_i$, giving $Z'/Z=-\langle E\rangle$ and $Z''/Z=\langle E^2\rangle$. Hence $\langle E\rangle=-\partial_\beta\ln Z$ and
$$\partial_\beta^2\ln Z=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2=\langle E^2\rangle-\langle E\rangle^2 .$$
With $d\beta/dT=-1/(kT^2)=-k\beta^2$,
$$C=\frac{dU}{dT}=N_A\,(-k\beta^2)\,\partial_\beta\langle E\rangle=N_Ak\,\beta^2\,\partial_\beta^2\ln Z .\qquad\blacksquare$$

A shift of the energy zero by $\epsilon$ adds $-\beta\epsilon$ to $\ln Z$, and a common factor in all $g_i$ adds a constant. Neither survives two derivatives, so $C$ depends only on gaps and on ratios of degeneracies.

**Lemma 2 (two levels).** Let $p=re^{-x}/(1+re^{-x})$ be the population of the upper level. Then $C/R=x^2p(1-p)$, $\;1-2p=\tanh\frac{x-L}{2}$, and $4p(1-p)=1-\tanh^2\frac{x-L}{2}$.

*Proof.* $Z=g_0(1+re^{-x})$, so the energy is $\Delta$ with probability $p$ and $0$ otherwise. Then $\langle E\rangle=p\Delta$, $\langle E^2\rangle=p\Delta^2$, the variance is $\Delta^2p(1-p)$, and Lemma 1 gives the first statement. With $re^{-x}=e^{-(x-L)}$,
$$1-2p=\frac{1-e^{-(x-L)}}{1+e^{-(x-L)}}=\frac{e^{(x-L)/2}-e^{-(x-L)/2}}{e^{(x-L)/2}+e^{-(x-L)/2}}=\tanh\frac{x-L}{2}.$$
The third statement is the identity $4p(1-p)=1-(1-2p)^2$. $\blacksquare$

**Lemma 3 (sum rules).** $\displaystyle\int_0^\infty \frac{C}{T}\,dT=R\ln\frac{G}{g_0}$ and $\displaystyle\int_0^\infty C\,dT=N_A\bar E$. For two levels these equal $R\ln(1+r)$ and $N_A\Delta\,r/(1+r)$.

*Proof.* Put $s=\ln Z+\beta\langle E\rangle$, the entropy in units of $R$. Then $ds=-\langle E\rangle d\beta+\langle E\rangle d\beta+\beta\,d\langle E\rangle=\beta\,d\langle E\rangle$, so $R\,ds=dU/T=C\,dT/T$. As $T\to0$, $Z\to g_0$ and $\beta\langle E\rangle\to0$, because $\langle E\rangle$ vanishes exponentially in $\beta$. As $T\to\infty$, $Z\to G$ and $\beta\langle E\rangle\to0$, because $\langle E\rangle\le W$. So $s$ runs from $\ln g_0$ to $\ln G$. The second integral is $U(\infty)-U(0)=N_A\bar E$. For two levels $G/g_0=1+r$ and $\bar E=g_1\Delta/G$. $\blacksquare$

**Lemma 4 (no zeros near the real axis).** $Z(\beta)\neq0$ for complex $\beta$ with $|\mathrm{Im}\,\beta|\,W<\pi$.

*Proof.* Measure energies from the midpoint of the spectrum, $\epsilon_i=E_i-W/2$, so that $|\epsilon_i|\le W/2$. This multiplies $Z$ by $e^{\beta W/2}$, which never vanishes. For $\beta=a+ib$ the real part of the shifted sum is $\sum_i g_ie^{-a\epsilon_i}\cos(b\epsilon_i)$. If $|b|W<\pi$ then $|b\epsilon_i|<\pi/2$, every cosine is positive, and so is the real part. $\blacksquare$

**Lemma 5 (moments from traces).** If $H$ is the $G\times G$ Hamiltonian matrix of the ion, then $\bar E=\mathrm{Tr}H/G$ and $\mu_n=\mathrm{Tr}(H-\bar E)^n/G$. In particular $\sigma^2=\mathrm{Tr}H^2/G-(\mathrm{Tr}H/G)^2$.

*Proof.* In the eigenbasis, $\mathrm{Tr}f(H)=\sum_ig_if(E_i)$, and the trace does not depend on the basis. Expanding $(H-\bar E)^2=H^2-2\bar EH+\bar E^2$ gives the last form. $\blacksquare$

## Proof of part (a)

Since $1-p=1/(1+re^{-x})$, Lemma 2 gives the stated formula. $C$ is positive for $x>0$, so its extrema are those of
$$\ln(C/R)=L+2\ln x-x-2\ln(1+re^{-x}).$$
The derivative of the last term is $+2re^{-x}/(1+re^{-x})=2p$, and therefore
$$\frac{d\ln C}{dx}=\frac2x-(1-2p)=\frac2x-\tanh\frac{x-L}{2}.$$
The first term decreases strictly and the hyperbolic tangent increases strictly, so the difference decreases strictly. It tends to $+\infty$ as $x\to0^+$ and to $-1$ as $x\to\infty$. It thus has exactly one zero $x_*$, where it passes from positive to negative, so $x_*$ is a maximum and the only extremum. As $x=\Delta/kT$ is monotonic in $T$, the same holds for $C(T)$. At the zero the hyperbolic tangent equals $2/x_*$, and Lemma 2 gives
$$\frac{C_{\max}}R=\frac{x_*^2}{4}\left(1-\frac{4}{x_*^2}\right)=\frac{x_*^2}{4}-1 .$$

For $r=1$, $L=0$, and with $y=x/2$ the curve is $C/R=y^2\,\mathrm{sech}^2y$ and the condition is $y\tanh y=1$. The left side is $0.98839$ at $y=1.19$ and $1.00039$ at $y=1.20$, so the root lies between them. Linear interpolation gives $y\approx1.20-0.01\times0.00039/0.01200=1.1997$, and Brent's bracketing method refines this to $x_*=2.39936$. Then $kT_*/\Delta=1/x_*=0.41678$ and $C_{\max}/R=2.39936^2/4-1=0.43923$, which is $3.652$ J mol$^{-1}$ K$^{-1}$. $\blacksquare$

*Remark 1.* The height is independent of $\Delta$, because $C/R$ depends on $T$ and $\Delta$ only through $x$. Within this model the height fixes $r$, by part (b), and the position then fixes $\Delta$.

*Remark 2 (low temperature).* When $re^{-x}\ll1$, $(1+re^{-x})^{-2}=1-2re^{-x}+\cdots$, so $C/R\approx r x^2e^{-x}$. This overestimates $C$ by about $2re^{-x}$ relative to itself. The exponential is the Boltzmann factor for crossing the gap, and $r$ counts the states available above it per ground state.

## Proof of part (b)

A hyperbolic tangent is less than 1, so $2/x_*<1$, which gives $x_*>2$ and $kT_*<\Delta/2$. The peak condition reads $(1-u)/(1+u)=2/x_*$ with $u=re^{-x_*}$. Multiplying out, $x_*-x_*u=2+2u$, so $u=(x_*-2)/(x_*+2)$ and
$$r=e^{x_*}\,\frac{x_*-2}{x_*+2},\qquad L=x_*+\ln(x_*-2)-\ln(x_*+2).$$
Differentiating,
$$\frac{dL}{dx_*}=1+\frac1{x_*-2}-\frac1{x_*+2}=1+\frac{4}{x_*^2-4}=\frac{x_*^2}{x_*^2-4}>0 .$$
So $x_*$ increases strictly with $r$, from $2$ at $r\to0$ to $\infty$ at $r\to\infty$. Hence $1/x_*$ falls and $x_*^2/4-1$ rises.

For small $r$ write $x_*=2+\delta$. Then $r=e^2e^{\delta}\delta/(4+\delta)=(e^2\delta/4)\,[1+O(\delta)]$, so $\delta=4r/e^2+O(r^2)$ and $C_{\max}/R=\delta+\delta^2/4=4r/e^2+O(r^2)$.

For large $r$ use $\ln\frac{1+v}{1-v}=2v+\frac23v^3+O(v^5)$ with $v=2/x_*$:
$$x_*=L+\ln\frac{x_*+2}{x_*-2}=L+\frac4{x_*}+\frac{16}{3x_*^3}+O(x_*^{-5}).$$
Since $x_*>L$, the corrections are small, and the first iteration gives $x_*=L+4/L+O(L^{-3})$. Then $1/x_*=L^{-1}\left(1-4L^{-2}+O(L^{-4})\right)$, so $4/x_*=4/L-16/L^3+O(L^{-5})$, and $-16+16/3=-32/3$ gives
$$x_*=L+\frac4L-\frac{32}{3L^3}+O(L^{-5}),\qquad x_*^2=L^2+8+\frac{16-64/3}{L^2}+O(L^{-4}).$$
With $16-64/3=-16/3$, dividing by four and subtracting one yields $L^2/4+1-4/(3L^2)+O(L^{-4})$. $\blacksquare$

The table lists $x_*$ from Brent's method applied to the peak condition; the other columns are $1/x_*$, $x_*^2/4-1$ and $\ln(1+r)$.

| $r$ | $x_*$ | $kT_*/\Delta$ | $C_{\max}/R$ | entropy$/R$ |
|---|---|---|---|---|
| 1/10 | 2.0521 | 0.4873 | 0.0527 | 0.0953 |
| 1/3 | 2.1599 | 0.4630 | 0.1663 | 0.2877 |
| 1/2 | 2.2278 | 0.4489 | 0.2408 | 0.4055 |
| 1 | 2.3994 | 0.4168 | 0.4392 | 0.6931 |
| 2 | 2.6547 | 0.3767 | 0.7618 | 1.0986 |
| 3 | 2.8450 | 0.3515 | 1.0235 | 1.3863 |
| 10 | 3.5692 | 0.2802 | 2.1849 | 2.3979 |

*Remark 3.* Between $r=1/3$ and $r=3$ the height changes about sixfold, while $kT_*/\Delta$ moves only from $0.46$ to $0.35$. The small-$r$ slope is $4/e^2=0.541$; at $r=1/10$ it predicts $0.0541$ against the exact $0.0527$.

*Remark 4.* For large $r$ the peak approaches $x=L$, the temperature at which $re^{-x}=1$ and the two levels hold equal populations. By Lemma 3 the area under $C/R$ against $\ln T$ is $\ln(1+r)\approx L$, while the height is about $L^2/4$. The ratio of area to height, a measure of the width in $\ln T$, therefore shrinks as $4/L$ at leading order.

## Proof of part (c)

$Z$ is a finite sum of exponentials and so is analytic for all complex $\beta$. By Lemma 4 it has no zero in the disc $|\beta|<\pi/W$, so $\ln Z$ is analytic there, and its Taylor series converges there and may be differentiated term by term. Define the cumulants $\kappa_n$ by
$$\ln Z=\ln G+\sum_{n\ge1}\kappa_n\frac{(-\beta)^n}{n!}.$$
Since $\beta^2\partial_\beta^2(-\beta)^n=n(n-1)(-\beta)^n$, Lemma 1 gives
$$\frac CR=\sum_{n\ge2}\kappa_n\frac{(-\beta)^n}{(n-2)!}=\kappa_2\beta^2-\kappa_3\beta^3+\tfrac12\kappa_4\beta^4-\cdots .$$
To identify the $\kappa_n$, factor out the mean and expand the exponentials, using $\mu_1=0$:
$$Z=Ge^{-\beta\bar E}(1+w),\qquad w=\frac{\mu_2\beta^2}{2}-\frac{\mu_3\beta^3}{6}+\frac{\mu_4\beta^4}{24}+O(\beta^5).$$
With $\ln(1+w)=w-w^2/2+\cdots$ and $w^2/2=\mu_2^2\beta^4/8+O(\beta^5)$, the coefficient of $\beta^4$ is $\mu_4/24-\mu_2^2/8=(\mu_4-3\mu_2^2)/24$. Comparison gives $\kappa_1=\bar E$, $\kappa_2=\mu_2$, $\kappa_3=\mu_3$ and $\kappa_4=\mu_4-3\mu_2^2$.

For the size of the corrections, $|E_i-\bar E|\le W$ gives $|\kappa_3|\le W\sigma^2$ and $\mu_4\le W^2\sigma^2$. The mean square deviation about the midpoint $W/2$ is $\sigma^2+(\bar E-W/2)^2$ and cannot exceed $W^2/4$, so $3\mu_2^2\le\frac34W^2\sigma^2$. As the difference of two non-negative numbers below $W^2\sigma^2$, $|\kappa_4|\le W^2\sigma^2$. Relative to the leading term, the second and third terms are thus bounded by $\beta W$ and $(\beta W)^2/2$, and both vanish for $kT\gg W$. The whole remainder is bounded as well. Since $e^{-\beta W}\le e^{-\beta E_i}\le1$ and $Ge^{-\beta W}\le Z\le G$, each thermal weight $g_ie^{-\beta E_i}/Z$ lies between $e^{-\beta W}$ and $e^{\beta W}$ times the equal weight $g_i/G$. A mean square deviation about a point is the variance plus the squared distance of that point from the mean, so it is smallest about the mean. Hence $\langle(E-\langle E\rangle)^2\rangle\le\langle(E-\bar E)^2\rangle\le e^{\beta W}\sigma^2$ and $\langle(E-\langle E\rangle)^2\rangle\ge e^{-\beta W}G^{-1}\sum_ig_i(E_i-\langle E\rangle)^2\ge e^{-\beta W}\sigma^2$. By Lemma 1, $C/R$ lies between $e^{-\beta W}$ and $e^{\beta W}$ times $\sigma^2/(kT)^2$, and both factors tend to 1 for $kT\gg W$. $\blacksquare$

*Remark 5 (two levels).* At $\beta=0$ the upper level has weight $p_0=r/(1+r)$; put $q_0=1-p_0$. The deviation from the mean is $q_0\Delta$ with weight $p_0$ and $-p_0\Delta$ with weight $q_0$. Then $\mu_2=p_0q_0(q_0+p_0)\Delta^2$, $\mu_3=p_0q_0(q_0^2-p_0^2)\Delta^3$ and $\mu_4=p_0q_0(q_0^3+p_0^3)\Delta^4$. Using $p_0+q_0=1$ and $p_0^3+q_0^3=1-3p_0q_0$,
$$\sigma^2=\frac{r\,\Delta^2}{(1+r)^2},\qquad \kappa_3=\frac{r(1-r)\,\Delta^3}{(1+r)^3},\qquad \kappa_4=p_0q_0(1-6p_0q_0)\,\Delta^4 .$$
The exchange $r\to1/r$ swaps $p_0$ and $q_0$, leaving $\sigma^2$ and $\kappa_4$ unchanged and reversing $\kappa_3$. The leading tail cannot tell which level lies lowest. The $T^{-3}$ term can, and so can the peak.

*Remark 6 (radius).* For two levels the singularities of $C$ are the zeros of $1+re^{-x}$, at $x=L+i(2n+1)\pi$ with integer $n$. The numerator does not vanish there, so the radius of convergence in $x$ is exactly $\sqrt{\pi^2+L^2}$. It equals $\pi$ for $r=1$, so the bound in the theorem cannot be improved for all level sets, and it equals $3.217$ for $r=2$ and $r=1/2$.

## Where the statements fail

A single peak is proved for two levels only. For four nondegenerate levels $0,\delta,\Delta,\Delta+\delta$, the partition function factorizes as $(1+e^{-\beta\delta})(1+e^{-\beta\Delta})$, so $C$ is a sum of two curves with $r=1$. The sum is at least $0.439R$ at $kT=0.417\delta$ and at $kT=0.417\Delta$. For $\delta\ll kT\ll\Delta$ the first curve is in its tail and the second is exponentially small, so for small $\delta/\Delta$ there are at least two maxima. Levels at $0$, $1$ and $30$ with degeneracies $1,1,2$, evaluated at 150 logarithmically spaced values of $kT$ between $0.05$ and $500$, likewise show two maxima.

The tail needs a bounded spectrum. For a harmonic oscillator, $Z=1/(1-e^{-x})\approx1/x$ at small $x$, and $x^2\partial_x^2(-\ln x)=1$, so $C\to R$. For an ion, the finite set is one multiplet, and the tail holds only while $kT$ stays far below the gap to the next one. If the ions interact, the variance of the total energy contains correlations between ions, Lemma 1 no longer reduces to one ion, and a small splitting of the ground level releases up to a further $R\ln g_0$ of entropy at low temperature. If the levels depend on $T$, the derivatives in Lemma 1 acquire extra terms.

## Worked example

The parameters are round model values, with $\hbar=1$ for angular momenta.

**Two doublets.** For $J=3/2$ take $H=D(J_z^2-5/4)$ with $D=45$ K. The states $m=\pm\frac12$ have energy $-D$ and $m=\pm\frac32$ have $+D$, so $\Delta=2D=90$ K, or $62.55$ cm$^{-1}$ on multiplying by $k/hc$, and $r=1$.

**A doublet and a quartet.** For $J=5/2$, one of the two multiplets of a $4f^1$ ion, with the $J=7/2$ multiplet assumed far above, take $H=AQ$ with $Q=J_x^4+J_y^4+J_z^4-\text{const}$ traceless. A quarter turn about a cube axis permutes the components of $\mathbf J$ up to signs, so $Q$ has cubic symmetry. For any operators $(a+b)^2+(a-b)^2=2a^2+2b^2$. With $J_\pm=J_x\pm iJ_y$, one has $J_x^2+J_y^2=\frac{35}4-J_z^2$ and $J_x^2-J_y^2=\frac12(J_+^2+J_-^2)$, so
$$J_x^4+J_y^4=\tfrac12\left(\tfrac{35}{4}-J_z^2\right)^2+\tfrac18\left(J_+^4+J_-^4+J_+^2J_-^2+J_-^2J_+^2\right).$$
The squared elements $a_m=|\langle m+1|J_+|m\rangle|^2=\frac{35}4-m(m+1)$ are $5,8,9,8,5,0$ for $m=-\frac52,\dots,\frac52$. The diagonal elements of $J_-^2J_+^2$ and $J_+^2J_-^2$ are $a_ma_{m+1}$ and $a_{m-1}a_{m-2}$. Adding $m^4$:

- $m=\pm\frac52$: $\frac{25}{8}+\frac{40}{8}+\frac{625}{16}=\frac{755}{16}$
- $m=\pm\frac32$: $\frac{169}{8}+\frac{72}{8}+\frac{81}{16}=\frac{563}{16}$
- $m=\pm\frac12$: $\frac{289}{8}+\frac{40+72}{8}+\frac1{16}=\frac{803}{16}$

The mean is $707/16=44.1875$, and subtracting it leaves $3,-9,6$. The only off-diagonal elements have $m$ changing by four: $\langle\frac52|Q|{-\frac32}\rangle=\frac18\sqrt{8\cdot9\cdot8\cdot5}=3\sqrt5$, and the same for the pair $(-\frac52,\frac32)$. The states $\pm\frac12$ are uncoupled, with eigenvalue $6$. Each $2\times2$ block has trace $-6$ and determinant $-27-45=-72$, so $\lambda^2+6\lambda-72=0$ and $\lambda=6$ or $-12$. The result is a quartet at $6A$ and a doublet at $-12A$, with $\Delta=18|A|$. For $A=+5$ K the doublet is lowest and $r=2$; for $A=-5$ K the quartet is lowest and $r=1/2$. In both cases $\Delta=90$ K.

The peak temperatures are $90/2.39936=37.51$ K, $90/2.65466=33.90$ K and $90/2.22780=40.40$ K. The moments follow from Remark 5: for $r=2$, $\sigma^2=\frac29\,90^2=1800$ K$^2$, $\kappa_3=-\frac2{27}\,90^3=-54000$ K$^3$ and $\kappa_4=\frac29(1-\frac43)\,90^4=-4.86\times10^6$ K$^4$; for $r=1$, $\sigma^2=90^2/4=2025$ K$^2$, $\kappa_3=0$ and $\kappa_4=-90^4/8=-8.20\times10^6$ K$^4$. Lemma 5 gives the cubic variance from the matrix elements alone: $\mathrm{Tr}Q^2/6=[2(9+81+36)+4\cdot45]/6=72$, and $72\times5^2=1800$ K$^2$.

| $r$ | $T_*$ (K) | $C_{\max}/R$ | $C_{\max}$ (J mol$^{-1}$ K$^{-1}$) |
|---|---|---|---|
| 1 | 37.51 | 0.4392 | 3.652 |
| 2 | 33.90 | 0.7618 | 6.334 |
| 1/2 | 40.40 | 0.2408 | 2.002 |

At $300$ K, $x=0.3$. For $r=2$ the terms are $1800/300^2=0.020000$, $+54000/300^3=+0.002000$ and $-4.86\times10^6/(2\cdot300^4)=-0.000300$. For $r=1/2$ the middle term changes sign. The exact values come from part (a).

| $r$ | exact $C/R$ | one term | two terms | three terms |
|---|---|---|---|---|
| 1 | 0.022001 | 0.022500 | 0.022500 | 0.021994 |
| 2 | 0.021652 | 0.020000 | 0.022000 | 0.021700 |
| 1/2 | 0.017751 | 0.020000 | 0.018000 | 0.017700 |

At more than three times the gap, the bare $\sigma^2/T^2$ law is still about 8% low for $r=2$ and 13% high for $r=1/2$, relative to the exact values, because $|\kappa_3|/(\sigma^2T)=0.1$. For $r=1$, where $\kappa_3=0$, it is about 2% high.

These comparisons, and the one for three doublets below, concern the finite level sets alone. In a real $4f^1$ ion such as Ce$^{3+}$ the $J=7/2$ multiplet lies only about $3200$ K higher. Taken as one unsplit eightfold level $3200$ K above the mean energy of the $J=5/2$ states, it adds about $0.0035R$ at $300$ K, more than the corrections discussed here, while at $200$ K its share of $C$ is 0.06% to 0.10% for the three $J=5/2$ sets. These figures depend exponentially on the gap: a gap of $2900$ K gives about $0.008R$ at $300$ K and 0.2% to 0.4% at $200$ K. The lattice term is larger still. A Debye solid with four atoms per ion and a Debye temperature of $400$ K contributes about $0.57R$ at $34$ K, comparable with the peak, and about $11R$ at $300$ K, some 500 times the tail. The height can be read only after the lattice term has been subtracted, and at $300$ K a 1% error in that term exceeds the whole tail.

**Three doublets.** Add $DP$ with $P=J_z^2-\frac{35}{12}$, whose diagonal elements are $\frac{10}3,-\frac23,-\frac83$ for $|m|=\frac52,\frac32,\frac12$, and take $A=5$ K, $D=10$ K. $P$ is diagonal, so $\mathrm{Tr}\,QP=2\left[3\cdot\frac{10}3+(-9)(-\frac23)+6(-\frac83)\right]=0$, and the variances add. With $\mathrm{Tr}P^2/6=(100+4+64)/27=56/9$,
$$\sigma^2=72A^2+\tfrac{56}{9}D^2=1800.00+622.22=2422.22\ \text{K}^2 .$$
Each block has diagonal elements $3A+\frac{10}3D$ and $-9A-\frac23D$, hence mean $\nu=-3A+\frac43D=-\frac53$ K and eigenvalues $\nu\pm\eta$ with $\eta^2=(6A+2D)^2+45A^2=3625$ K$^2$. The $\pm\frac12$ doublet lies at $6A-\frac83D=-2\nu$. Measured from the lowest level, the doublets lie at $0$, $\eta-3\nu=65.208$ K and $2\eta=120.416$ K, or $83.69$ cm$^{-1}$ for the width. The three energies $-2\nu,\ \nu\pm\eta$ have zero mean, so
$$\kappa_3=\tfrac13\left(-8\nu^3+2\nu^3+6\nu\eta^2\right)=-2\nu^3+2\nu\eta^2=-12074\ \text{K}^3 .$$
Their fourth powers sum to $18\nu^4+12\nu^2\eta^2+2\eta^4=\frac12(6\nu^2+2\eta^2)^2=\frac12(3\sigma^2)^2$, so $\mu_4=\frac32\sigma^4$ and $\kappa_4=-\frac32\sigma^4=-8.80\times10^6$ K$^4$.

No closed peak formula applies. A scan of $C$ on a logarithmic grid from 5 to 2000 K shows one maximum, and a golden-section search places it at $33.37$ K with height $0.662R=5.504$ J mol$^{-1}$ K$^{-1}$. The entropy is $R\ln3=1.0986R$, as for $r=2$, so the lower peak covers the same area in $\ln T$ and the ratio of area to height is larger.

At 300 K the exact value from Lemma 1 is $0.026811$, and the partial sums are $0.026914$, $0.027361$ and $0.026818$. The two-term sum is here farther from the exact value than the one-term sum. The second and third terms, $+0.000447$ and $-0.000543$, nearly cancel: the levels are almost evenly spaced, which makes $\kappa_3$ small, while $\kappa_4=-\frac32\sigma^4$ does not depend on that asymmetry. The one-term value is 0.4% high relative to the exact one. Relative to the first term, the second is $-\kappa_3/(\sigma^2T)=4.98\ \text{K}/T$ and the third is $-\frac34\sigma^2/T^2=-1817\ \text{K}^2/T^2$, which at 300 K are $+1.7\%$ and $-2.0\%$. Their ratio is proportional to $1/T$, so the near cancellation belongs to this temperature range; the two terms are equal and opposite near 364 K. At sufficiently higher $T$ the $\kappa_3$ term is the dominant correction and the one-term value lies slightly below the exact one, while at lower $T$ the $\kappa_4$ term grows faster and the one-term value overshoots further.

Numerical values quoted here were computed with a short program.
